# Spin-orbit coupling in a truncated set of scalar-relativistic states

## Problem

A band calculation without spin-orbit coupling gives scalar-relativistic states of a Hamiltonian $H_0$, each doubled by spin. Spin-orbit coupling $S$ is then added, and $H=H_0+S$ is diagonalised in a kept set $A$ of these states. The rest, $B$, is omitted. $H_0$ and $S$ are held fixed: the self-consistent potential is not updated. The kept and omitted sets are each closed under time reversal, as at a time-reversal-invariant wave vector, so levels come in Kramers pairs.

Write $H_A$ and $H_B$ for the blocks of $H$ within each set, $V$ for the block from $B$ to $A$, and $H_Au_i=\varepsilon_iu_i$. Let $E_i$ be the corresponding exact level and $\delta_i=\varepsilon_i-E_i$ the truncation error.

**(a)** Eliminate $B$ exactly. Find the leading $\delta_i$ for weak $V$, the order of the next term, and the weight missing from the state.

**(b)** For $B$ above $\varepsilon_i$, bound $\delta_i$ using only $v=\|V\|$ and the gap $g=\beta-\varepsilon_i>0$, where $\beta$ is the lowest eigenvalue of $H_B$.

**(c)** Replace $S$ by $\lambda S$. How does $\delta_i$ start as $\lambda\to0$?

**(d)** Apply the results to the conduction and heavy-hole edges of an InSb film channel of thickness $d=10$ nm, at zero in-plane wave vector, in the following model.

There is one $s$ orbital at $e_s=0.4667$ eV, a valence $p$ triplet at 0, and a remote $p$ triplet at $e_r=3.5$ eV. The envelopes obey
$$(H_0f)_s=e_sf_s+Pf_{zv}'+P_rf_{zr}',\quad (H_0f)_{zv}=-Pf_s',\quad (H_0f)_{zr}=e_rf_{zr}-P_rf_s',$$
with $f_s=0$ at hard walls, $P=0.9361$ and $P_r=0.2$ eV nm. The $x,y$ orbitals keep their energies 0 and $e_r$. Spin-orbit coupling is $\mathbf L\cdot\boldsymbol\sigma$ times $\Delta_v/3$ within the valence triplet, $\Delta'/3$ between triplets and $\Delta_r/3$ within the remote one, with $\Delta_v,\Delta',\Delta_r=0.8,0.3,0.4$ eV. Within the first subband, keep the four lowest orbital states.

## Hints

1. Is there any part of $H_0$ in $V$?
2. Solve the lower block equation for the $B$ component, then ask how much the resulting energy-dependent term changes when $E$ moves by $O(V^2)$.
3. For the bound, use trial vectors whose $A$ part is orthogonal to $u_1,\dots,u_{i-1}$.
4. In the film, a sine for $s$ and cosines for all $p$ envelopes close the equations. The angular momentum $j_z$ along the normal is conserved.

## Solution

### (a) Elimination and expansion

The states are eigenstates of $H_0$, so $H_0$ has no elements between $A$ and $B$, and $V=S_{AB}$. With $a$ and $b$ the two parts of an eigenvector,
$$H_Aa+Vb=Ea,\qquad V^\dagger a+H_Bb=Eb .$$
If $E$ is not an eigenvalue of $H_B$, the second equation gives $b=(E-H_B)^{-1}V^\dagger a$, and the first becomes
$$[H_A+\Sigma(E)]a=Ea,\qquad \Sigma(E)=V(E-H_B)^{-1}V^\dagger .$$
No approximation has been made. Now $\Sigma=O(V^2)$, so $E_i=\varepsilon_i+O(V^2)$. Since $\Sigma'(E)=-V(E-H_B)^{-2}V^\dagger$ is also $O(V^2)$, replacing $\Sigma(E_i)$ by $\Sigma(\varepsilon_i)$ costs $O(V^4)$. First-order perturbation theory in $\Sigma(\varepsilon_i)$ then gives
$$\delta_i=\delta_i^{(2)}+O(V^4),\qquad \delta_i^{(2)}=u_i^\dagger V(H_B-\varepsilon_i)^{-1}V^\dagger u_i .$$

The Kramers degeneracy does no harm. Let $T$ be time reversal, with $T^2=-1$ and $\langle x|y\rangle=\langle Ty|Tx\rangle$. As $\Sigma$ commutes with $T$,
$$\langle u|\Sigma Tu\rangle=\langle T\Sigma Tu|Tu\rangle=-\langle\Sigma u|Tu\rangle=-\langle u|\Sigma Tu\rangle=0 ,$$
and both partners have the same diagonal element. Any other level close to $\varepsilon_i$ on the scale of $\Sigma$ must be treated together with it, by diagonalising $H_A+\Sigma$ in that group.

The next term follows by keeping one more order. The missing part of the state is $b\approx-(H_B-\varepsilon_i)^{-1}V^\dagger u_i$, of first order in $V$. Its weight $n_i=\|b\|^2$ is of second order and equals $-u_i^\dagger\Sigma'(\varepsilon_i)u_i$. Hence $u_i^\dagger\Sigma(\varepsilon_i-\delta_i)u_i\approx-\delta_i^{(2)}+n_i\delta_i^{(2)}$. Adding the second-order effect of $\Sigma$ within $A$,
$$\delta_i\approx\delta_i^{(2)}(1-n_i)-\sum_{j}\frac{|u_j^\dagger\Sigma u_i|^2}{\varepsilon_i-\varepsilon_j},\tag{1}$$
where $j$ runs over the levels outside the Kramers pair. Both corrections are of fourth order.

If $B$ lies above $\varepsilon_i$, then $\delta_i^{(2)}\ge0$: the truncated level is too high. If $B$ lies below, as for omitted semicore states, the sign reverses. Coupling inside $A$ may be strong, because it is diagonalised in full.

### (b) A bound

Number the levels upwards, counting both Kramers partners. The span of $u_1,\dots,u_i$ is a trial space of dimension $i$ on which $\langle H\rangle\le\varepsilon_i$, so the min-max principle gives $E_i\le\varepsilon_i$.

For the other side, take unit vectors $\cos\theta\,a+\sin\theta\,b$ with $a$ orthogonal to $u_1,\dots,u_{i-1}$. These are $i-1$ constraints, so the max-min principle makes $E_i$ at least the minimum of $\langle H\rangle$ over such vectors. There
$$\langle H\rangle\ge\varepsilon_i\cos^2\theta+\beta\sin^2\theta-2v|\sin\theta\cos\theta| ,$$
which is no lower than the smaller eigenvalue of $\begin{pmatrix}\varepsilon_i&v\\v&\beta\end{pmatrix}$, namely $\varepsilon_i-\tfrac12(\sqrt{g^2+4v^2}-g)$. Multiplying and dividing by $\sqrt{g^2+4v^2}+g$,
$$0\le\delta_i\le\frac{2v^2}{g+\sqrt{g^2+4v^2}}\le\frac{v^2}{g}.$$

### (c) Scaling the spin-orbit strength

Let level $i$ be an isolated Kramers pair of $H_0$ with energy $e_i$. Then $V=\lambda S_{AB}$, while $u_i$, $\varepsilon_i$ and $H_B$ differ from their scalar-relativistic values by $O(\lambda)$. Therefore
$$\delta_i=C\lambda^2+O(\lambda^3),\qquad C=\sum_{b\in B}\frac{|S_{bi}|^2}{e_b-e_i}.$$
The cubic term comes from spin-orbit coupling inside $A$ and $B$. It does not contradict (a), where $V$ was varied with those blocks fixed.

### (d) The InSb film

**Scalar-relativistic states.** Put $f_s=-\alpha\sin qz$, $f_{zv}=\eta\cos qz$ and $f_{zr}=\gamma\cos qz$. The walls require $q=n\pi/d$; the first subband has $q=\pi/d=0.3142$ nm$^{-1}$. Spin-orbit coupling does not depend on $z$ and acts only among the $p$ orbitals, which share the same cosine, so it does not mix different $q$. Sine and cosine have equal norms here, and the equations become
$$(E-e_s)\alpha=Pq\,\eta+P_rq\,\gamma,\quad E\eta=Pq\,\alpha,\quad (E-e_r)\gamma=P_rq\,\alpha ,$$
with $Pq=0.2941$ and $P_rq=0.0628$ eV. The orbital levels are $-0.1423$, $0$, $0$, $0.6076$, $3.5$, $3.5$ and $3.5013$ eV. The free-electron kinetic term, left out of $H_0$, would raise all of them by the same 3.76 meV and so leave $\delta_i$ unchanged, provided the $p$ envelopes keep their cosine form at the walls.

For the conduction state $c$ at 0.6076 eV, $\eta/\alpha=0.2941/0.6076=0.484$ and $\gamma/\alpha=0.0628/(0.6076-3.5)=-0.0217$. Normalised, $(\alpha,\eta,\gamma)=(0.900,0.436,-0.020)$. The state $w$ at $-0.1423$ eV has, in the same way, $(0.436,-0.900,-0.008)$.

**Spin-orbit elements.** From $\mathbf L\cdot\boldsymbol\sigma=L_z\sigma_z+L_+\sigma_-+L_-\sigma_+$, with $\sigma_\pm=(\sigma_x\pm i\sigma_y)/2$, the states $|z\uparrow\rangle$ and $|{+1}\downarrow\rangle$ have the matrix
$$\begin{pmatrix}0&\sqrt2\\\sqrt2&-1\end{pmatrix},$$
with eigenvalues $1$ and $-2$. The state $|{+1}\uparrow\rangle$ has eigenvalue 1.

**Heavy hole.** $|{+1}\uparrow\rangle$ has $j_z=3/2$ and meets just its remote counterpart. The two levels are $\Delta_v/3=0.2667$ and $e_r+\Delta_r/3=3.6333$ eV, coupled by $\Delta'/3=0.1$ eV. So
$$\delta^{(2)}_{\rm HH}=\frac{0.1^2}{3.3667}\ \text{eV}=2.970\ \text{meV},$$
against 2.968 meV from full diagonalisation. Nothing here depends on $q$: the model gives the heavy hole no confinement energy, and its edge is the same in every subband.

**Conduction edge, leading in $\lambda$.** The state $c\uparrow$ couples to the remote $|{+1}\downarrow\rangle$ with
$$\sqrt2\,(0.436\times0.1-0.020\times0.1333)=0.0579\ \text{eV},$$
and to no other omitted state, since $\langle z\uparrow|\mathbf L\cdot\boldsymbol\sigma|z\uparrow\rangle=0$. Thus $C=0.0579^2/(3.5-0.6076)$ eV $=1.16$ meV.

**Conduction edge at full strength.** The kept states with $j_z=1/2$ are $c\uparrow$, $w\uparrow$ and the valence $|{+1}\downarrow\rangle$, whose diagonal energy is $-0.2667$ eV. The last couples to $c$ by $\sqrt2(0.436\times0.2667-0.020\times0.1)=0.1615$ eV and to $w$ by $-0.3405$ eV. The truncated level is $\varepsilon=0.6419$ eV. For unit amplitude on $|{+1}\downarrow\rangle$, the others are $0.1615/(0.6419-0.6076)=4.71$ and $-0.3405/(0.6419+0.1423)=-0.434$. Normalised, $u=(0.974,-0.090,0.207)$ in the order $c,w,|{+1}\downarrow\rangle$.

The coupling of $w$ to the remote $|{+1}\downarrow\rangle$ is $-0.129$ eV, so $V^\dagger u$ has the components
$$\begin{aligned}
|{+1}\downarrow\rangle_r:&\quad 0.974(0.0579)+0.090(0.129)-0.207(0.1)=0.0473\ \text{eV},\\
|z\uparrow\rangle_r:&\quad 0.207\times\sqrt2\times0.1=0.0293\ \text{eV}.
\end{aligned}$$
In this basis
$$H_B-\varepsilon=\begin{pmatrix}2.725&0.189\\0.189&2.859\end{pmatrix}\text{ eV}.$$
Inverting it gives $\delta^{(2)}=1.06$ meV. Full diagonalisation gives 1.0545 meV, or 39 microhartree. The second-order value to the same number of digits, 1.0604 meV, is 0.6% above that error. The missing weight is $3.64\times10^{-4}$ by the formula and $3.60\times10^{-4}$ from the exact eigenvector.

Equation (1) accounts for the sign of the difference. The conduction edge is the highest kept level, so both corrections reduce $\delta$. The missing-weight part is about 0.0004 meV; nearly all of the 0.006 meV is therefore level repulsion within $A$. Halving $V$ with $H_A$ and $H_B$ fixed reduces the difference by a factor 15.9, close to the fourth-order value 16.

**The bound.** With $v=0.2002$ eV and $g=2.592$ eV, part (b) guarantees an error below 15.4 meV. This is safe but loose, since $v$ belongs to the most strongly coupled combination, with $|\mathbf L\cdot\boldsymbol\sigma|=2$.

**The scaling.** For $\lambda=0.1,0.25,0.5,1$, the quotient $\delta/\lambda^2$ is 1.07, 0.99, 0.94 and 1.05 meV. The initial fall from $C=1.16$ meV can be traced. To first order, $u$ gains $0.1615\lambda/0.6076=0.266\lambda$ of the valence $|{+1}\downarrow\rangle$, which changes the remote coupling to $\lambda(0.0579-0.0266\lambda)$ eV. The later rise shows that higher powers matter. The closeness of $C$ to the error at $\lambda=1$ is thus no evidence that the quadratic law holds there; $\delta^{(2)}$ with the truncated vectors is the better estimate.

**Reading the result.** The gap error is $1.055-2.968=-1.91$ meV: both edges are too high, but the valence edge more so, and the truncated gap is too small by 0.5% of 377 meV. Enlarging $A$ with states from above lowers each level or leaves it unchanged, but a gap need not converge from one side. In practice one evaluates $\delta^{(2)}$ with the available omitted bands, enlarges $A$, and checks that the levels move accordingly. Bands never computed are absent from both numbers.

**Beside a real film.** The bulk gap (0.2 eV), spin-orbit splitting and Kane energy ($P^2$ expressed as 23 eV) are rounded, roughly typical InSb values; the remote couplings are much less certain, and $\delta$ varies strongly with $\Delta'$: halving it gives a conduction error of 0.24 meV, and reversing its sign relative to $P_r$ gives 1.30 meV. A thickness of 10 nm is thin for an InSb well. Of the changes sized here, softening the hard walls moves the conduction edge most. Barriers of 0.3 eV for electrons and 0.15 eV for holes lower it from 0.641 to about 0.55 eV, and the truncation error of this film, keeping all but the remote states, falls to about 0.4 meV. A hard-wall film with the same edge energy, about 17 nm wide, has 0.7 meV and is not a good stand-in: with soft walls part of the confinement energy is potential energy in the barrier, and the $p$ admixture is smaller. The other changes below are made one at a time from the original film:

- A valence-remote k·p coupling of 0.8 eV nm, estimated with a running wave, shifts the heavy hole by $-20$ meV and makes its truncation error 3.16 meV.
- An in-plane wave vector of 0.2 nm$^{-1}$, the Fermi wave vector at $6.4\times10^{11}$ cm$^{-2}$, gives a conduction error of 1.17 meV, also estimated with a running wave.
- A gap smaller by 50 meV, as on warming, also gives 1.17 meV.
- A field of 0.05 MV/cm across the film moves the conduction edge by $-0.21$ meV. This sizes a static shift only: the field is well above the breakdown field of bulk InSb, although the potential drop across the film, 50 mV, is small beside the gap.

The truncation error is small beside the thermal energy of 25.9 meV at 300 K, and the conduction error is small beside the barrier shift. The heavy-hole error is small beside its k·p shift of $-20$ meV, but the same coupling moves the conduction edge by only $-0.86$ meV, which is comparable with the truncation error there. Strain, atomistic interfaces and many-body corrections are not sized here.

## Variation 1: cutting orbitals instead of eigenstates

*Drop the remote triplet itself, without first diagonalising $H_0$. What remains at $\lambda=0$?*

Now $V$ contains $P_rq$, which couples the remote $z$ orbital to the $s$ part of the conduction state. The same second-order formula gives
$$\frac{(0.900\times0.0628)^2}{3.5-0.6076}\ \text{eV}\approx1.1\ \text{meV},$$
and diagonalisation gives 1.11 meV. This error is as large as the spin-orbit one but survives when spin-orbit coupling is switched off. With eigenstates of $H_0$ it is absent.

## Variation 2: omitting a band that is not remote

*Keep just the three lowest orbital states, so that $c$ is omitted too. How good is second order for the light hole?*

The kept $j_z=1/2$ block, for $w\uparrow$ and $|{+1}\downarrow\rangle$, is
$$\begin{pmatrix}-0.1423&-0.3405\\-0.3405&-0.2667\end{pmatrix}\text{ eV}.$$
Its upper level is 0.142 eV, with amplitudes $(-0.768,0.640)$. The coupling to $c$ is $0.640\times0.1615=0.103$ eV across a gap of 0.466 eV, which contributes about 23 meV. With the remote triplet included, $\delta^{(2)}=25.5$ meV. The true error is 23.3 meV, so second order is 9.5% too large.

Equation (1), with $n_i$ and the repulsion estimated from $c$ alone, explains this. The missing weight $(0.103/0.466)^2\approx0.049$, times the full $\delta^{(2)}=25.5$ meV, removes 1.3 meV. The split-off level, 0.692 eV below, couples to $c$ by $0.768\times0.1615=0.124$ eV; its repulsion removes $(0.103\times0.124/0.466)^2/0.692$ eV $\approx1.1$ meV. With the full $\Sigma$ the two terms are 1.27 and 1.26 meV, so (1) gives 23.0 meV; the remaining 0.3 meV is of higher order. The error is still of second order at leading order, but it is ten times the 2.3 meV found for the light hole when $c$ is kept. The remedy is to put $c$ in $A$.

## Computed values

```
Film width 10.0 nm; q = 0.31416 1/nm
Input bulk gap 0.2 eV; s level 0.4667 eV
Input remote p level 3.5 eV; Kane energy 23.0 eV
Spin-orbit valence, mixed, remote: 0.8, 0.3, 0.4 eV
Couplings P, P_remote: 0.9361, 0.2000 eV nm
P q: 0.2941 eV
Common free-electron term: 3.760 meV
Scalar-relativistic levels (eV): [-0.1423 -0.      0.      0.6076  3.5     3.5     3.5013]
split-off: truncated -0.563942, full -0.574174 eV
  error 10.2322, 2nd order 10.2564 meV
light hole: truncated 0.120710, full 0.118397 eV
  error 2.3127, 2nd order 2.3153 meV
heavy hole: truncated 0.266667, full 0.263699 eV
  error 2.9677, 2nd order 2.9703 meV
conduction: truncated 0.641920, full 0.640866 eV
  error 1.0545, 2nd order 1.0604 meV
Conduction error: 38.75 microhartree
Film gap, full: 0.37717 eV
Gap error, truncated - full: -1.9131 meV
Missing weight: exact 3.5953e-04, formula 3.6377e-04
Norm of V: 0.2002 eV
Conduction to omitted-set gap: 2.5917 eV
Rigorous conduction error bound: 15.369 meV
Residual ratio when V is halved: 15.935 (no unit)
Coefficient C: 1.1595 meV
lambda 1.0: error 1.05454 meV
lambda 0.5: error 0.23498 meV
lambda 0.25: error 0.06188 meV
lambda 0.1: error 0.01073 meV
Small-lambda exponent: 1.9987 (no unit)
Grid conduction edge: 0.640825 eV
Zone-centre basis error at lambda=0: 1.1063 meV
Conduction band omitted too, light hole:
  error 23.295, 2nd order 25.511 meV
  relative misfit 9.51 %
Remote case, conduction misfit 0.557 %
Valence-remote k.p coupling 0.8 eV nm:
  errors CB 1.0643, HH 3.1600 meV
  level shifts CB -0.86, HH -19.80 meV
Barrier offsets: conduction 0.3, valence 0.15 eV
  edge 0.5450 eV; equivalent width 17.05 nm
  conduction error 0.6892 meV
In-plane k 0.2 1/nm, density 6.37e+11 1/cm2:
  conduction error 1.1716 meV
Field 0.050 MV/cm: edge shift -0.210 meV
Gap reduced by 50 meV: conduction error 1.1743 meV
Thermal energy at 300 K: 25.85 meV
```
